Charged-Defect Formation Energies, Transition Levels and the Fermi-Level Cap

**1. The failure to be avoided**

A doping calculation that holds the number of native defects fixed lets the Fermi level rise for as long as donors are added. It can then predict a conducting crystal where the real one, grown hot enough for defects to form, creates acceptors that remove the electrons. The missing ingredient is that the cost of a charged defect depends on the Fermi level. A negatively charged defect becomes cheaper as the Fermi level rises, and where its cost reaches zero the rise must stop.

This appendix derives that cost, the levels at which a defect changes charge, and the resulting cap. The cap applies to defects that equilibrate at the temperature considered. At zero temperature it is sharp; at finite temperature, for dilute defects, the Fermi level of an n-type crystal stays below it by at least a calculable amount.

**2. Formation energy**

Let a crystal exchange atoms of species i with reservoirs of chemical potential μ_i, and electrons with a reservoir of chemical potential μ_e. Atoms are counted as neutral atoms, each with its own electrons, so N_e counts only electrons in excess of neutrality. A configuration of energy E has the grand-canonical weight

w = exp[−(E − Σ μ_i N_i − μ_e N_e)/kT].

Compare the perfect crystal with one that contains a single defect X of charge q, in units of the elementary charge. Making the defect changes the atom numbers by n_i, which is negative for removed atoms. A charge q means that −q extra electrons are present. The ratio of the two weights is therefore

w[X^q]/w[bulk] = exp{−(E[X^q] − E[bulk] − Σ n_i μ_i − μ_e(−q))/kT}.

The last term in the bracket is +qμ_e. Measuring the Fermi level E_F from the valence-band edge E_v, so that μ_e = E_v + E_F, gives the formation energy

E_f[X^q](E_F) = E[X^q] − E[bulk] − Σ n_i μ_i + q(E_v + E_F).

As a function of E_F this is a straight line of slope q. For q < 0 it falls, because the defect takes |q| electrons from a reservoir in which each has energy E_v + E_F. Below, E_f[q;0] denotes the value at E_F = 0, so that

E_f[q](E_F) = E_f[q;0] + qE_F.

Two points matter in an implementation. First, E[X^q] and E_v must refer to the same zero of electrostatic potential; otherwise an error q times the offset enters. Second, a periodic supercell holds a lattice of charged defects in a neutralizing background, not one isolated defect, so its energy needs a finite-size correction. The model used below describes an isolated defect and needs none.

Vibrational entropy and pressure terms are neglected here. To include them, replace energies by the corresponding free energies or enthalpies.

The μ_i are not free parameters. For a compound AB in equilibrium with its reservoirs, μ_A + μ_B equals the energy of one formula unit, and neither potential may exceed that of its elemental phase, or the element would precipitate. If no other compound of A and B is stable, this leaves a window as wide as the energy released per formula unit when AB forms from its elements; competing phases narrow it. Its ends are called A-rich and A-poor.

**3. Concentrations**

Let N_s be the density of sites that can host the defect, and g_q the number of degenerate internal states in charge state q. If the sites are independent, each is either intact, with weight 1, or defective, with weight g_q exp(−E_f[q]/kT). Normalizing gives

c_q = N_s g_q exp(−E_f[q]/kT) / (1 + Σ_q′ g_q′ exp(−E_f[q′]/kT)).

When defects are dilute the sum in the denominator is much smaller than 1, and

c_q ≈ N_s g_q exp(−E_f[q]/kT).

Independence means that defects interact with each other and with the dopants only through the common Fermi level. Donor–defect complexes, if they bind, must be added as further species.

**4. Thermodynamic transition levels**

The level ε(q/q′) is the Fermi level at which two charge states of the same defect have equal formation energy:

E_f[q;0] + qε = E_f[q′;0] + q′ε.

Collecting ε on one side gives

ε(q/q′) = (E_f[q;0] − E_f[q′;0])/(q′ − q).

Both states have the same n_i, so the atomic chemical potentials cancel: growth conditions change how many defects there are, but not their transition levels. Substituting ε back,

E_f[q] − E_f[q′] = (q − q′)(E_F − ε).

For q > q′ this is negative below ε and positive above it. The more positive state is favoured at low E_F, and the more negative one at high E_F. In the concentrations of Section 3 the common denominator cancels, leaving

c_q/c_q′ = (g_q/g_q′) exp[−(q − q′)(E_F − ε)/kT].

At E_F = ε the ratio is g_q/g_q′, not necessarily one. For a neutral state with g = 1 and a singly charged state with two spin orientations, the charged state is twice as populated there.

**5. Why the energies must be relaxed**

A small model shows what enters a transition level. A vacancy holds m = −q = 0, 1 or 2 extra electrons in one orbital at energy e0 above E_v. Two electrons repel by U, and each pulls on a lattice coordinate Q with force F against stiffness K:

E(m,Q) = m e0 + U m(m−1)/2 − F m Q + K Q²/2.

Equilibrium requires ∂E/∂Q = −Fm + KQ = 0, hence Q = Fm/K. The two lattice terms then add to

−F²m²/K + F²m²/(2K) = −λm², with λ = F²/(2K).

The relaxed energies, relative to the neutral defect, are

E(1) = e0 − λ,
E(2) = 2e0 + U − 4λ.

The successive differences are the transition levels:

ε(0/−) = e0 − λ,
ε(−/2−) = e0 + U − 3λ.

A vertical transition, in which the lattice has no time to move, has a different energy. At fixed Q the cost of the first electron is

E(1,Q) − E(0,Q) = e0 − FQ.

This is e0 in the neutral geometry, Q = 0, and e0 − 2λ in the singly charged geometry, Q = F/K. The thermodynamic level lies midway between them. Optical energies therefore cannot replace ε in an equilibrium calculation.

Take e0 = 0.80 eV, U = 0.80 eV, F = 2.0 eV/Å and K = 10 eV/Å². Then λ = 4/20 = 0.20 eV, and

ε(0/−) = 0.80 − 0.20 = 0.60 eV,
ε(−/2−) = 0.80 + 0.80 − 0.60 = 1.00 eV.

The vertical energies are 0.80 and 0.40 eV.

The two levels differ by ε(−/2−) − ε(0/−) = U − 2λ. If this is negative, the singly charged state is never the most stable one, and the defect passes directly from 0 to 2− at

ε(0/2−) = E(2)/2 = e0 + U/2 − 2λ.

With K lowered to 4 eV/Å², λ = 0.50 eV, U − 2λ = −0.20 eV, and the direct level is 0.80 + 0.40 − 1.00 = 0.20 eV.

**6. The cap at zero temperature**

Suppose the neutral defect has positive formation energy; otherwise the crystal would be unstable at every Fermi level. Each acceptor line E_f[q;0] − |q|E_F reaches zero at E_f[q;0]/|q|. The first zero met as E_F rises is

E_pin = min over q < 0 of E_f[q;0]/|q|.

To see that this is a cap, hold the density N_D of ionized donors fixed and let acceptors form at the expense of conduction electrons. Atoms are still exchanged with the reservoirs. Neutrality gives

n = N_D − Σ |q|c_q.

With electron energies measured from E_v, the energy per volume is

𝓔 = Σ c_q E_f[q;0] + 𝓔_el(n).

Adding one electron at T = 0 costs the Fermi level, so d𝓔_el/dn = E_F. Since ∂n/∂c_q = −|q|,

∂𝓔/∂c_q = E_f[q;0] − |q|E_F = E_f[q](E_F).

If E_F exceeds E_pin, at least one of these derivatives is negative and the crystal lowers its energy by making that defect. Each defect removes electrons and lowers E_F. At the minimum no derivative may be negative, so E_F ≤ E_pin.

If E_pin lies in the conduction band, electrons fill the band up to E_pin and further donors are fully compensated. If E_pin lies in the gap, even an electron at the band edge is worth more than its share of a defect, and no free electrons survive at T = 0.

The mirror argument applies to holes. A native donor, q > 0, has formation energy E_f[q;0] + qE_F, which vanishes at −E_f[q;0]/q. The largest of these values is a floor below which p-type doping cannot push E_F.

For a fixed limiting charge state, growth conditions shift the cap. For a single vacancy, raising the chemical potential of the removed atom by Δμ raises each of its E_f[q;0] by Δμ, and hence E_pin by Δμ/|q|. In general E_f[q;0] shifts by −Σ n_iΔμ_i, and in AB Δμ_B = −Δμ_A, so a B atom on an A site shifts by 2Δμ_A and an A–B vacancy pair does not shift.

**7. The bound at finite temperature**

Configurational entropy creates defects before their formation energy reaches zero, so the attainable E_F is lower. Let the native defects be acceptors and p the hole density. Neutrality reads

N_D + p = n + Σ |q|c_q.

As E_F rises, p falls while n and, in the dilute form of Section 3, every negatively charged c_q grow. The net charge N_D + p − n − Σ|q|c_q therefore decreases steadily, from positive to negative, and has one root. A bracketing solver finds it safely.

In n-type material n ≥ p, so for each acceptor state |q|c_q ≤ N_D + p − n ≤ N_D. Inserting the dilute concentration,

|q| g_q N_s exp[−(E_f[q;0] − |q|E_F)/kT] ≤ N_D.

Take the logarithm and multiply by kT:

|q|E_F − E_f[q;0] ≤ −kT ln(|q|g_qN_s/N_D).

Dividing by |q| and choosing the charge state that sets E_pin gives

E_F ≤ E_pin − (kT/|q|) ln(|q|g_qN_s/N_D).

The right side lies below E_pin while N_D < |q|g_qN_s. Doping that approaches this limit, of the order of one donor per site, is outside the dilute theory. At E_f = 0 the site statistics give g_q defects in state q for every intact site. That signals an unstable crystal, not a usable concentration.

The inequality before the division by |q| holds for every acceptor state, so each state gives its own bound E_f[q;0]/|q| − (kT/|q|) ln(|q|g_qN_s/N_D), and E_F lies below the smallest of them. At finite temperature the smallest need not belong to the state that sets E_pin, because the logarithmic term is divided by |q|. For E_f[q;0] = 1.90 and 3.60 eV (q = −1 with g = 2, q = −2 with g = 1), E_pin = 1.80 eV is set by q = −2. With N_s = 2×10²² cm⁻³, N_D = 10¹⁹ cm⁻³ and kT = 0.0862 eV, the q = −1 bound is 1.90 − 0.0862 × 8.29 = 1.19 eV, well below the q = −2 bound of 1.44 eV.

The bound built on E_pin is approached when nearly all donor charge is balanced by the limiting acceptor. As T → 0 with E_pin in the gap, this happens and the logarithmic term vanishes, so E_F tends to E_pin.

For a doubly charged acceptor with g = 1, strong compensation means 2c ≈ N_D. If the electrons are also nondegenerate, n = N_c exp[−(E_g − E_F)/kT], where E_g is the gap and

N_c = 2[m_e* kT/(2πħ²)]^(3/2)

for a parabolic band of mass m_e*. Replacing E_F by its bound turns the logarithm into a square root:

n ≈ N_c exp[−(E_g − E_pin)/kT] · [N_D/(2N_s)]^(1/2).

A hundredfold increase in donors then yields a tenfold increase in electrons.

**8. Worked example**

The model compound AB has E_g = 2.00 eV, electron and hole masses of 0.30 and 0.60 free-electron masses, and N_s = 2.0×10²² cm⁻³ A sites. Its native defect is the A vacancy of Section 5 with K = 10 eV/Å². The neutral vacancy is assigned a formation energy of 2.80 eV under A-rich conditions. Under A-poor conditions μ_A is 0.80 eV lower. Since n_A = −1, the term −n_Aμ_A = +μ_A lowers the formation energy to 2.00 eV.

Adding the relaxed electron energies, 0.60 eV for one electron and 1.60 eV for two, gives at E_F = 0:

A-poor: 2.00, 2.60, 3.60 eV for q = 0, −1, −2
A-rich: 2.80, 3.40, 4.40 eV for q = 0, −1, −2

Thus

E_pin(A-poor) = min(2.60, 3.60/2) = 1.80 eV,
E_pin(A-rich) = min(3.40, 4.40/2) = 2.20 eV.

The doubly charged vacancy sets both caps, and the shift is 0.80/2 = 0.40 eV. One cap lies 0.20 eV below the conduction-band edge, the other 0.20 eV above it.

At T = 0 under A-rich conditions, the electrons that fit below the cap number

n = (1/3π²)[2m_e*(E_pin − E_g)/ħ²]^(3/2) = 6.675×10¹⁹ cm⁻³.

With N_D = 10²⁰ cm⁻³ the excess is absorbed by (10²⁰ − 6.675×10¹⁹)/2 = 1.66×10¹⁹ vacancies per cm³. Without vacancies, E_F would stand at 2.26 eV.

At 1000 K, kT = 0.0862 eV and N_c = 2.51×10¹⁹ cm⁻³. The neutrality equation was solved by bracketed root finding, with dilute defect concentrations and with n and p from numerical integrals of the parabolic density of states times the Fermi function. The columns give densities in cm⁻³ and energies in eV; c₂ is the density of doubly charged vacancies.

A-poor:
```
N_D     n        2c₂      E_F    bound
1e17    3.7e15   9.1e16   1.240  1.244
1e18    1.2e16   9.7e17   1.342  1.343
1e19    3.9e16   9.9e18   1.442  1.443
1e20    1.2e17   1.0e20   1.542  1.542
```

A-rich:
```
N_D     n        2c₂      E_F    bound
1e17    9.5e16   5.5e15   1.519  1.644
1e18    7.0e17   3.0e17   1.692  1.743
1e19    3.2e18   6.8e18   1.826  1.843
1e20    1.0e19   9.0e19   1.937  1.942
```

For the last A-poor row the bound is

1.80 − (0.0862/2) ln(4×10²²/10²⁰) = 1.80 − 0.0431 × 5.99 = 1.54 eV.

The square-root law gives

n ≈ 2.51×10¹⁹ × exp(−0.20/0.0862) × (10²⁰/4×10²²)^(1/2) = 1.23×10¹⁷ cm⁻³,

so about one donor in 800 supplies a free electron. Under A-rich conditions about one in ten does. At N_D = 10¹⁷ cm⁻³ the A-rich crystal is hardly compensated, and E_F lies well below the bound: the bound is a limit, and it estimates E_F only under strong compensation by the state that sets E_pin, as in the A-poor rows, where it lies within 5 meV of E_F.

Within the independent-site model of Section 3, dropping the denominator is adequate here. At the highest doping c₂/N_s is about 0.0025, and site exclusion changes the bound by roughly (kT/2)(c₂/N_s) ≈ 10⁻⁴ eV. Independence itself is a much stronger assumption at this doping. With 1.5×10²⁰ charged centres per cm³ their typical spacing is about 19 Å, and for a dielectric constant of 10 a donor and a doubly charged vacancy at that distance attract with 2 × 14.4/(10 × 19) ≈ 0.15 eV, more than kT. This energy falls only as the cube root of the density: the same estimate for the A-poor crystal gives about 0.03 eV at N_D = 10¹⁸ cm⁻³ and 0.015 eV at 10¹⁷ cm⁻³, still larger than the few meV between E_F and the bound. The model omits this interaction, so the rows describe the model, not a real crystal to the digits shown, and the departure grows with doping.

**9. After cooling, and when the cap does not hold**

A crystal may be used far below the temperature at which its native defects equilibrate. Suppose the total number of vacancies is frozen at its 1000 K value while electrons still redistribute among bands and vacancies. Solving neutrality at 300 K with N_D = 10²⁰ cm⁻³ gives E_F = 2.05 eV for the A-rich crystal and 1.19 eV for the A-poor one.

The A-poor value is lower than at growth, and the reason can be traced. At 1000 K this crystal holds 1.23×10¹⁷ free electrons and 1.86×10¹⁷ singly charged vacancies per cm³. On cooling, those vacancies can each trap one more electron at ε(−/2−) = 1.00 eV, far below the conduction band. There are enough of them to take essentially every free electron, leaving

c₁ = (1.86 − 1.23)×10¹⁷ ≈ 6.3×10¹⁶ cm⁻³

singly charged. The population ratio of Section 4, with g = 2 for the singly charged state, is c₁/c₂ = 2 exp[−(E_F − ε)/kT]. Solving for E_F with 2c₂ ≈ 10²⁰ cm⁻³ and kT = 0.0259 eV at 300 K,

E_F = 1.00 + 0.0259 ln(10²⁰/6.3×10¹⁶) ≈ 1.19 eV.

If the charge states are frozen as well, so that no electron is trapped, E_F at 300 K is 1.91 eV, above the A-poor cap of 1.80 eV. A crystal that looks weakly n-type at growth may thus become nearly insulating on cooling. A calculation that freezes charges along with atoms would miss this.

The outcome requires c₁ > n at the freezing temperature, and the margin here is narrow. For nondegenerate electrons E_F cancels in the ratio, c₁/n = (2N_s/N_c) exp[−(E_f[−1;0] − E_g)/kT], which is 1.5 at 1000 K but 0.82 at 900 K. A crystal frozen at 900 K has too few traps. It keeps about 1.5×10¹⁶ free electrons per cm³ at 300 K, with E_F about 0.15 eV below the conduction-band edge.

In the A-rich crystal singly charged vacancies are too few to matter, about 1.7×10¹⁵ cm⁻³ against 1.0×10¹⁹ cm⁻³ free electrons. Freezing their charge leaves E_F at 2.05 eV.

If vacancies are prevented from forming at all, the same donors place E_F at 2.26 eV at 300 K, above both caps. Such a crystal is metastable: it would lower its energy by making vacancies, but lacks the atomic motion to do so. The cap therefore limits equilibrium doping, not every doping process.

**10. Order of calculation**

1. For every native defect and charge state, compute the relaxed energy, apply the finite-size correction, and align E_v with the defect cell.
2. Form E_f[q;0] at both ends of the allowed range of chemical potentials; between the ends each is linear in μ_A. If different acceptors respond oppositely to μ_A, the highest E_pin can lie inside the range, so scan it.
3. Obtain transition levels from differences of E_f[q;0], and E_pin from the smallest E_f[q;0]/|q| over all acceptor states of all defects.
4. Compare E_pin with the conduction-band edge. When the state that sets E_pin carries nearly all the compensation and the electrons are nondegenerate, the difference E_g − E_pin enters n exponentially (Section 7), so an error in the band edge matters as much as one in E_pin; if another state q carries it, its E_f[q;0]/|q| takes the place of E_pin; under weak compensation n ≈ N_D and depends little on either. An error δ in E_f[q;0] of the state that sets E_pin moves E_pin by δ/|q|, as long as that state remains the limiting one; an error in any other state leaves E_pin unchanged unless it makes that state the limiting one, although it still changes n at finite temperature if that state carries the compensation.
5. Solve neutrality at the temperature where defects last equilibrate. Then freeze their total numbers, but not their charges, and solve again at the operating temperature.

If native donors are also present, their positive charge must be added to N_D in the neutrality equation and in the bound. The donor density itself may be limited by solubility before compensation becomes important; the cap then remains valid but is not reached.
